Laser photodetachment fraction of negative ions for a uniform pulse

A green laser pulse of 100 mJ/cm² sends 2.68×10¹⁷ photons through each square centimetre. A negative oxygen ion with a photodetachment cross section of 6.5×10⁻¹⁸ cm² therefore has, on average, 1.74 photons passing through that area. One photon is enough to remove the extra electron, yet about 18% of the ions survive the pulse. The reason is that the encounters are random: 1.74 is only a mean, so some ions meet several photons and some meet none, and an ion that has already lost its electron can use no second photon. The unused photons travel on, and in so dilute a target almost all of them leave it unabsorbed.

To make this quantitative, let n(t) be the density of one species of negative ion, and let I(t) be the laser intensity, in energy per area and time. The photon energy is hν, so the photon flux density is I/(hν). The cross section σ is defined by the statement that the detachment rate of one ion is σ times this flux density:

W(t) = σ I(t)/(hν).

This assumes that one photon suffices, that every ion has the same σ, and that the laser line is narrow enough for σ to be constant across it. If the intensity is the same throughout the probed region and no other process changes n during the pulse, then

dn/dt = −W(t) n.

The minus sign records a loss. Dividing by n and integrating from the start of the pulse, where n = n₀, to its end at time τ gives

ln[n(τ)/n₀] = −∫₀^τ W dt = −(σ/hν) ∫₀^τ I dt.

The last integral is the fluence F, the energy delivered per unit area. With

x = σF/(hν),

the surviving fraction is n(τ)/n₀ = exp(−x), and the detached fraction is

f = 1 − exp(−σF/(hν)).

The exponent has no unit: σ is an area and F/(hν) is a number of photons per area. The intensity enters through its time integral alone, so within these assumptions the pulse shape has no influence. Numerical integration of the rate equation for a square pulse, a smooth pulse and a strongly spiked pulse, all with x = 1.741, gives 0.824620 in each case.

For the opening example the wavelength is 532 nm and the photon energy is 3.734×10⁻¹⁹ J, or 2.331 eV. Hence

x = (6.5×10⁻¹⁸ cm²)(0.100 J/cm²)/(3.734×10⁻¹⁹ J) = 1.74,

f = 1 − exp(−1.741) = 1 − 0.175 = 0.82.

Two limits help in reading this number. For small x the exponential expands as 1 − x + x²/2, so f ≈ x − x²/2. The leading term says that detachment is proportional to fluence as long as few ions have been used up. At x = 1.74 that linear law would give a fraction above one, which shows that the depletion of the target cannot be ignored here. For large x the survivors disappear exponentially. The natural scale is the saturation fluence

F_s = hν/σ = 57.4 mJ/cm²,

at which x = 1. To reach a chosen fraction f, one solves exp(−F/F_s) = 1 − f and obtains

F = −F_s ln(1 − f).

For f = 0.95 this is F_s ln 20 = 172 mJ/cm². The last few per cent are expensive because each further reduction of the survivors by a given factor costs the same additional fluence.

The assumption that no other process changes n during the pulse needs a criterion. Suppose that ions are also lost at a frequency ν_L per ion and formed by attachment at a frequency ν_a per electron. With electron density n_e the balance becomes

dn/dt = −W n − ν_L n + ν_a n_e.

Before the pulse the plasma is steady, so ν_L n₀ = ν_a n_e0. During the pulse the heavy positive ions are taken as frozen and the plasma as neutral, so n_e + n keeps its initial value and n_e = n_e0 + n₀ − n. Both frequencies are held constant. Substituting n_e and then replacing ν_a n_e0 by ν_L n₀ gives

dn/dt = −W n + (ν_L + ν_a)(n₀ − n).

The released electrons thus add to the refilling, which is why ν_a stands beside ν_L. Let u = 1 − n/n₀ be the relative drop in density and κ = ν_L + ν_a. Since dn/dt = −n₀ du/dt, division by −n₀ yields

du/dt = W(1 − u) − κu.

Without replenishment the corresponding quantity g(t) = 1 − exp(−∫₀^t W dt′) obeys dg/dt = W(1 − g) and ends at g(τ) = f. The difference d = g − u starts at zero and satisfies

dd/dt = −W d + κu.

Now u cannot become negative, because at u = 0 its derivative is W ≥ 0. The source κu is therefore never negative, and neither is d. Dropping the term −W d can only raise the right-hand side, so dd/dt ≤ κu ≤ κg ≤ κf. Integration over the pulse gives

0 ≤ f − u(τ) ≤ κτ f.

Replenishment may be neglected when (ν_L + ν_a)τ ≪ 1, and this product bounds the error relative to f. In the example τ = 10 ns and both frequencies are 1.93×10⁴ s⁻¹, so κτ = 3.9×10⁻⁴. Integration of the full balance for a smooth pulse gives an actual deficit of 1.3×10⁻⁴ in f, below the bound as it must be.

The opposite case shows what is lost when the condition fails. For constant W the equation for u is linear with constant coefficients, du/dt = W − (W + κ)u, and with u(0) = 0 its solution is

u(t) = [W/(W + κ)] {1 − exp[−(W + κ)t]}.

If the same assumptions still hold for illumination much longer than 1/(W + κ), the density drop settles at W/(W + κ). It then depends on the intensity, and longer illumination at the same intensity does not increase it. In a real beam, ions arriving from outside can also refill the volume: at a thermal speed of 813 m/s they cross 3 mm in about 4 µs, sooner than the 26 µs of 1/κ in the example, so this plateau need not be the one observed. Setting κ = 0 and t = τ, with Wτ = x, brings back the pulse formula.

Uniform fluence is the second condition in need of a measure. If different ions experience different exponents x, each group follows its own exponential, and the mean detached fraction is

f̄ = 1 − ⟨exp(−x)⟩,

where the brackets denote an average over the ions. Let m = ⟨x⟩. The curve exp(−x) lies on or above its tangent at m, so exp(−x) ≥ exp(−m)[1 − (x − m)]. The average of x − m vanishes, hence ⟨exp(−x)⟩ ≥ exp(−m) and

f̄ ≤ 1 − exp(−m).

At a fixed mean exponent, a spread can only reduce the detached fraction. Expanding one order further adds exp(−m)(x − m)²/2 to the tangent, so for a small spread the deficit is approximately

exp(−m) Var(x)/2.

Consider a Gaussian beam cropped by an iris of radius R at which the fluence is half its central value F₀. With a = r²/R², equal steps in a contain equal areas, and F = F₀ exp(−a ln 2). Integrating over a from 0 to 1 gives

⟨F⟩ = F₀/(2 ln 2),  ⟨F²⟩ = 3F₀²/(8 ln 2).

Their ratio is ⟨F²⟩/⟨F⟩² = (3/2) ln 2 = 1.040, so Var(x) = 0.040 m². With the mean fluence held at 100 mJ/cm², the estimated deficit is 0.175 × 0.040 × 1.741²/2 = 0.011. Direct quadrature over the profile gives f̄ = 0.814 in place of 0.825, in agreement with the estimate. For this profile and mean exponent, a factor of two in fluence between centre and edge costs only about 0.01 in f, provided that the mean fluence over the probed area is the one used.

For O⁻ there is a less visible spread, which remains even in a perfectly uniform beam. The ion has five 2p electrons, that is, one hole in a full shell. Removing an electron leaves two holes, which can form a triplet P term or higher singlet terms of the neutral atom. The photon energy of 2.33 eV exceeds the electron affinity, about 1.46 eV (rounded to 1.5 eV in the numerical estimates), but does not reach the singlet terms, which lie roughly 2 eV or more above the triplet. Only the triplet channel is open. Let the light be linearly polarised along z, and let the original hole be in the 2p orbital with projection M along z. In the independent-electron picture, light of this polarisation removes an electron from orbital m without changing m, with some strength a_m.

Two holes in the same orbital have a symmetric spatial state and therefore a singlet spin state, so m = M is forbidden. For each m ≠ M there are two electrons to remove. One leaves hole spins that are parallel, a pure triplet; the other leaves them opposed, which is half triplet. The common factor 3/2 cancels from relative rates, and

rate for hole M ∝ sum of a_m over m ≠ M.

The strengths follow from the dipole factor cos θ acting on a p orbital. An outgoing s wave has m = 0, so only a₀ is nonzero. The rate is then zero for M = 0 and a₀ for M = ±1. The mean over the three orientations is 2a₀/3, and relative to it the rates are 0 and 3/2. An outgoing d wave is different. The mean of cos²θ is 3/5 in the m = 0 orbital and 1/5 in the m = ±1 orbitals. Of the 3/5, a part 1/3 belongs to the s wave, leaving 4/15 for the d wave; the 1/5 = 3/15 is all d wave. The sums are 6/15 for M = 0 and 7/15 for M = ±1, or 0.90 and 1.05 relative to their mean. A separate calculation by angular-momentum recoupling gives the same relative rates for both waves.

Spin–orbit coupling mixes these orientations. In the lower level of the ion, J = 3/2, the sublevels with |M_J| = 3/2 contain only |M| = 1. Lowering the state M_J = 3/2 once gives √2 times the state with M = 0 and spin up, plus the state with M = 1 and spin down. The normalised weights are therefore 2/3 and 1/3. These parts do not interfere in the total rate, since the light leaves their different spin projections unchanged. In the s-wave case the relative rates are

|M_J| = 3/2: 3/2,

|M_J| = 1/2: (2/3)(0) + (1/3)(3/2) = 1/2.

If the sublevels are equally populated at first and are not remixed during the pulse, half the ions have exponent x/2 and half have 3x/2, where x now contains the mean cross section. Then

f̄ = 1 − ½[exp(−x/2) + exp(−3x/2)] = 1 − exp(−x) cosh(x/2).

At x = 1.741 this gives 0.754, which is 0.071 below the simple formula. It is a limiting case and should not be read as a prediction for the oxygen ion. At the photoelectron energy here, 0.8 to 0.9 eV, both waves can contribute. For the d wave alone the J = 3/2 rates are 0.95 and 1.05, and in the total cross section the two waves add without interference. Any mixture therefore has rates 1 ± δ with δ between 0.05 and 0.5, and a deficit exp(−x)[cosh(δx) − 1] that grows with δ. Ions in the J = 1/2 level have weights 1/3 and 2/3 for M = 0 and |M| = 1, which give a relative rate of 1 for either wave and hence no spread. The two levels may be treated as separate populations because their fine-structure splitting, as a frequency, far exceeds the detachment rate; the rate itself couples their |M_J| = 1/2 sublevels. Within this model 0.071 is thus an upper bound on the effect at x = 1.741 and a fixed mean cross section. Smaller values come easily: the thermal J = 1/2 share at 500 K, about 23%, lowers the pure s-wave deficit to 0.054, and equal radial amplitudes of the two waves give δ = 0.2 and a deficit of 0.011 for J = 3/2.

Such a spread also affects a cross section inferred from one measured fraction. If f̄ were 0.754, inversion of the simple formula would give x = −ln(0.246) = 1.40 instead of 1.74, an apparent cross section about 19% too low. At low fluence the error vanishes, because f̄ then depends on the mean of x alone.

The numbers describe a low-pressure oxygen discharge at 10 mTorr and 500 K. The negative-ion and electron densities, each 10¹⁰ cm⁻³, are rough values and vary with power and position. The attachment coefficient of 10⁻¹⁰ cm³/s was deliberately set high, so that replenishment would not be understated. The cross section is also rough: an error of 10% either way moves f between 0.79 and 0.85. To first order, the half-width of this range follows from df/dx = exp(−x), which turns a relative error ε in σ into a change of about x exp(−x) ε, here 0.03. Real beams are not perfectly uniform, which costs about 0.01 for the cropped profile above, and linearly polarised light can cost up to 0.07 within the orientation model. For these inputs, those are larger concerns than replenishment. If a second negative-ion species is present, it needs its own cross section and its own exponential.

The remaining neglected effects are small in this example. Ions move thermally at a mean speed v = 813 m/s, or 8 µm during the pulse. For a cylindrical beam of radius R = 3 mm, the one-way flux nv/4 through the perimeter 2πR, divided by the ion number per length nπR², gives an exchanged fraction

vτ/(2R) = 1.4×10⁻³.

Absorption by the negative ions along a 30 cm path is at most σn₀L = 2×10⁻⁶, so they do not weaken the beam noticeably. The ponderomotive energy, the mean quiver energy of a free electron in the light, is 2.6×10⁻⁷ eV at the pulse-mean intensity. It is negligible beside the 0.8 to 0.9 eV carried away by the photoelectron. That electron covers 1 nm in about 2 fs, a tiny part of the 10 ns pulse, which supports treating detachment as irreversible.

The fraction f counts detached ions; it is not yet the signal of an electrical probe. If all released electrons remained in the probed region, the electron density would rise by

Δn_e = f n₀,

or 8.2×10⁹ cm⁻³ here, and the ratio of negative ions to electrons before the pulse would follow as

n₀/n_e0 = (Δn_e/n_e0)/f.

In free flight, however, a photoelectron would travel about 5 mm during the pulse, more than the beam radius. Electric fields in the plasma restrain this escape, but the probe must be read early enough, and far enough inside the beam, for Δn_e to represent the detached ions. An error in f passes directly into the inferred ion density: if the true fraction were the orientation limit of 0.754 and 0.825 were used, n₀ would come out about 9% too low. The numerical output lists the inputs and the separate estimates.

Calculated quantities

```
Wavelength: 532 nm
Cross section, rough input: 6.5e-18 cm2
Fluence: 100 mJ/cm2
Pulse length: 10 ns
Beam radius: 3.0 mm
Pulse energy: 28.3 mJ
Photon energy: 2.331 eV
Photon energy: 3.734e-19 J
Photons per area: 2.678e+17 cm^-2
Exponent x: 1.741 (dimensionless)
Surviving fraction: 0.1754 (dimensionless)
Detached fraction f: 0.8246 (dimensionless)
Saturation fluence: 57.4 mJ/cm2
Fluence for 95% detached: 172.1 mJ/cm2
Integrated f, square pulse: 0.824620 (dimensionless)
Integrated f, smooth pulse: 0.824620 (dimensionless)
Integrated f, spiky pulse: 0.824620 (dimensionless)
Gas pressure: 10 mTorr
Gas temperature: 500 K
Gas density: 1.93e+14 cm^-3
Negative-ion density, rough input: 1.0e+10 cm^-3
Electron density, rough input: 1.0e+10 cm^-3
Attachment coefficient, high input: 1.0e-10 cm3/s
Attachment frequency per electron: 1.93e+04 s^-1
Ion loss frequency: 1.93e+04 s^-1
Replenishment relative bound: 3.86e-04 (dimensionless)
Replenishment deficit in f: 1.32e-04 (dimensionless)
Ion mean thermal speed: 813 m/s
Ion travel in pulse: 8.13 um
Ion exchange at beam edge: 1.36e-03 (dimensionless)
Plasma path length: 30 cm
Beam absorption bound: 1.95e-06 (dimensionless)
Pulse-mean intensity: 1.0e+07 W/cm2
Ponderomotive energy: 2.64e-07 eV
Electron affinity, rough input: 1.5 eV
Photoelectron energy: 0.83 eV
Photoelectron time to cross 1 nm: 1.85 fs
Photoelectron free flight: 5.41 mm
Cropped beam edge/centre fluence: 0.50 (dimensionless)
Cropped Gaussian f, same mean F: 0.8142 (dimensionless)
Cropped Gaussian deficit: 0.0105 (dimensionless)
Small-spread deficit estimate: 0.0106 (dimensionless)
f for sigma 10% lower: 0.7913 (dimensionless)
f for sigma 10% higher: 0.8526 (dimensionless)
s-wave relative rates, hole M=0,1: 0.00, 1.50 (dimensionless)
d-wave relative rates, hole M=0,1: 0.90, 1.05 (dimensionless)
s-wave J=3/2 rates, |M|=1/2,3/2: 0.50, 1.50 (dimensionless)
d-wave J=3/2 rates, |M|=1/2,3/2: 0.95, 1.05 (dimensionless)
f in s-wave orientation limit: 0.7539 (dimensionless)
Largest orientation deficit: 0.0707 (dimensionless)
```
